Do Thermal Bath Collisions Cool a Precursor Molecule at Every Energy?

**The argument under review**

The argument concerns a precursor molecule diluted in a hot carrier gas, as in chemical vapour deposition. It runs as follows. A polyatomic molecule stores vibrational energy. Each collision with the carrier gas gives that energy a chance to escape. The average energy lost in a deactivating collision is a positive number. Therefore collisions lower the mean internal energy of the molecule, whatever that energy is, and the carrier gas acts as a coolant throughout.

Each of the first three sentences can be accepted. My comment concerns the conclusion. It can be tested without knowing the forces between the molecule and the gas, because a bath in thermal equilibrium restricts the possible transition probabilities.

**What has to be averaged**

Let the molecule have levels i with energy E_i, measured from the ground level, and degeneracy g_i. Let P(i→j) be the probability that a molecule in level i before a collision is in level j after it. These probabilities sum to one over j, with elastic collisions included as j = i. The mean energy change per collision is

D(i) = Σ_j P(i→j) (E_j − E_i).

Positive D means that molecules in level i are warmed on average. The argument uses a different quantity, the mean loss taken over downward transitions alone. That quantity is positive by definition, since gains were discarded before averaging. It cannot decide the sign of D, which is the difference between what upward steps bring and what downward steps remove.

The ground level already shows the difficulty. It has no downward steps, so D there is zero or positive. One might reply that this is a harmless exception at the edge of the spectrum. To see whether it is, the upward steps must be related to the downward ones.

**What a thermal bath imposes**

Consider first single quantum states of the molecule, i and j, and states b and b′ of the bath, with bath energies ε_b and ε_b′. The bath includes the relative motion of the colliding partners. Energy conservation requires

E_i + ε_b = E_j + ε_b′.

Microscopic reversibility makes the forward and backward transition rates equal, when each state is grouped with its time-reversed partner:

W(i,b → j,b′) = W(j,b′ → i,b).

I assume that the collision frequency does not depend on the molecule's internal energy. Dividing rates by this common frequency then gives probabilities per collision. With W so divided, and with bath states populated as exp(−ε_b/kT)/Z_b,

P(i→j) = (1/Z_b) Σ_b,b′ exp(−ε_b/kT) W(i,b → j,b′).

Multiply by exp(−E_i/kT). The exponent becomes −(E_i + ε_b)/kT, which energy conservation turns into −(E_j + ε_b′)/kT. Replacing W by its reverse then gives

exp(−E_i/kT) P(i→j) = exp(−E_j/kT) P(j→i).

To pass from states to levels, average over the g_i initial states, taken as equally populated, and sum over the final states. The average brings a factor 1/g_i, so the symmetric quantity is now g_i exp(−E_i/kT) P(i→j). With the Boltzmann populations

f_i = g_i exp(−E_i/kT)/Q,

where Q normalises their sum to one, this is detailed balance:

f_i P(i→j) = f_j P(j→i).

Upward steps therefore cannot be dropped. If a downward step is possible, its reverse is possible too, and the ratio of the two probabilities is fixed by the energy difference, the bath temperature and the degeneracies.

**The average over the Boltzmann distribution**

Sum detailed balance over i. On the right, Σ_i P(j→i) = 1, so

Σ_i f_i P(i→j) = f_j.

The Boltzmann populations are stationary: a collision leaves them unchanged. Now average D, assuming that the mean energy is finite:

Σ_i f_i D(i) = Σ_i Σ_j f_i P(i→j) E_j − Σ_i Σ_j f_i P(i→j) E_i.

In the first term, summing over i gives Σ_j f_j E_j. In the second, summing over j gives Σ_i f_i E_i. These are the same number, so

Σ_i f_i D(i) = 0.

This alone would permit D = 0 everywhere. A second moment excludes that. Let M = Σ_i f_i E_i², assumed finite, and C = Σ_i Σ_j f_i P(i→j) E_i E_j. Expanding the square and using stationarity for the E_j² term,

⟨(ΔE)²⟩ = Σ_i Σ_j f_i P(i→j) (E_j − E_i)² = M + M − 2C.

Multiplying D(i) by E_i before averaging gives

Σ_i f_i E_i D(i) = C − M = −½ ⟨(ΔE)²⟩.

If any transition changes the energy, the right side is negative, and D cannot vanish at every level. Since all f_i are positive and the weighted sum of D is zero, D must be positive at some levels and negative at others. The conclusion under review is therefore false for every thermal bath that meets the stated assumptions and exchanges energy with the molecule.

The second identity also says what is right in the argument. Because the average of D is zero, the left side is the covariance of E and D. It is negative: higher energy goes with cooling and lower energy with warming, in the sense of a correlation. The identity does not say that D falls steadily with energy, nor where it changes sign.

Detailed balance is more than the proof needs, since the averages used stationarity alone. Suppose one collision of type A is followed by one of type B, each obeying detailed balance at the same temperature. The pair leaves f unchanged, because each member does, yet the pair as a whole need not obey detailed balance. An example is given below.

**A case that can be solved**

Take s harmonic modes with the same quantum q, and let the collision act on each mode through a weak interaction energy linear in its coordinate x. To first order the transition probability is proportional to the squared matrix element of x. Since x is proportional to a + a†, and a takes state n to √n times state n − 1, one quantum is exchanged at a time, and the downward probability from n_k quanta in mode k is p n_k. Here p is the probability of the step from one quantum to none.

Write β = exp(−q/kT). Detailed balance between single states fixes the upward probability from n_k to n_k + 1. It is β times the reverse probability, hence pβ(n_k + 1). Summing over modes, with n the total number of quanta,

down: p n,  up: pβ(n + s).

The s in the upward probability comes from the "+1" of each mode. The degeneracy of level n is the number of ways to distribute n quanta over s modes, (n+s−1)!/[n!(s−1)!], so

g(n+1)/g(n) = (n+s)/(n+1).

The ratio of the upward probability from n to the downward one from n+1 is β(n+s)/(n+1), as detailed balance between levels demands.

Each step changes the energy by q, so with E = nq

D = q[pβ(n + s) − pn]
  = −p(1 − β)[nq − sqβ/(1 − β)]
  = −λ(E − U),

where

λ = p(1 − β),  U = sqβ/(1 − β) = sq/[exp(q/kT) − 1].

The averaging theorem identifies U: it gives 0 = −λ(⟨E⟩ − U), so U is the thermal mean vibrational energy. In this model molecules below the thermal mean are warmed and those above it are cooled, in proportion to their distance from it.

Two limits help. When kT is far below q, β tends to zero, U tends to zero and D tends to −pE. A very cold bath does cool the molecule at every level above the ground level, which is the regime in which the disputed conclusion nearly holds. When kT is far above q, U approaches skT and λ approaches pq/kT to leading order. The warmed range then widens in proportion to the temperature.

The probabilities p n and pβ(n+s) cannot add to more than one, and the first-order treatment asks that they be small. The harmonic ladder therefore cannot be followed upward without limit at fixed p.

**Numbers for a hot carrier gas**

Take nine modes of 0.17 eV, p = 0.01 and a bath at 900 K, all chosen round values. Then kT = 0.07756 eV and

β = exp(−0.17/0.07756) = 0.1117,
U = 9 × 0.17 eV × 0.1117/0.8883 = 0.192 eV,
λ = 0.01 × 0.8883 = 0.0089.

For the lowest levels, with pq = 1.7 meV,

D(0) = 1.7 meV × (0.1117 × 9) = +1.71 meV,
D(1) = 1.7 meV × (0.1117 × 10 − 1) = +0.20 meV,
D(2) = 1.7 meV × (0.1117 × 11 − 2) = −1.31 meV.

At n = 14, or 2.38 eV, D is −19.4 meV. A molecule with enough energy to approach a reaction threshold is cooled strongly, and the argument gives the correct sign, although downward steps alone would give −23.8 meV. But the population of that level is 5 × 10⁻⁹. The levels n = 0 and n = 1 hold 0.344 and 0.346 of the molecules, so 69% of an equilibrium sample is in levels that are warmed on average. The gain they supply is

0.3444 × 1.709 + 0.3462 × 0.199 = 0.657 meV

per collision and per molecule of the whole sample. The levels from n = 2 upward contribute −0.657 meV. The warmed levels are thus no edge exception here: they hold the majority of the molecules.

If the upward steps are deleted, as the argument in effect does, then D = −pE and the Boltzmann average is −pU = −1.92 meV. Each further collision multiplies the mean energy by 1 − p, and every molecule ends in the ground level, although the gas is at 900 K. Such a bath would behave as if it had zero temperature. It could never lift a molecule to a reaction threshold.

**A second collision law**

The sign change at the thermal mean belongs to the linear model, and it should not replace the original error by a new one. Consider an exponential-down law on the same ladder,

P(n→m) = A exp[−(E_n − E_m)/α] for m < n,

with A = 0.20 and α = 0.10 eV. Upward probabilities follow from detailed balance at 900 K. Several quanta may now be exchanged in one collision. The result is D(0) = +7.67 meV and D(1) = −2.17 meV. The level n = 1 lies at 0.17 eV, below the thermal mean of 0.192 eV, and is nevertheless cooled. With this law only the ground level is warmed, which is 34% of the sample rather than a majority.

The averages still cancel. The ground level contributes 0.3444 × 7.674 = 2.643 meV. The levels n = 1 to 4, with populations 0.3462, 0.1934, 0.0792 and 0.0265 and D = −2.172, −5.599, −6.784 and −7.266 meV, contribute −0.752, −1.083, −0.537 and −0.193 meV. About 0.08 meV is left, which the higher levels remove. Summed directly over a ladder cut at 60 quanta, the average is 10⁻¹⁸ eV, which is rounding error.

The two laws also differ at high energy. At 2.38 eV the exponential-down law gives −8.2 meV, against −19.4 meV for the linear law. In the linear law the downward probability grows with n. In the exponential-down law the mean downward contribution is A Σ_k kq r^k, with r = exp(−q/α) and k running from 1 to n. For large n this approaches the constant Aqr/(1 − r)², 9.3 meV here, so the downward part stops growing. The net D still drifts slowly as the upward part shrinks, from −8.2 meV at n = 14 towards about −8.6 meV, but it stays bounded.

These two laws also provide the promised example without detailed balance. Let a linear-law collision be followed by an exponential-down collision. The largest difference between a forward flux f_i P(i→j) and its reverse is then 7 × 10⁻⁵ per pair of collisions, so detailed balance fails. The Boltzmann average of the energy change is still zero to rounding, as stationarity requires.

**Gas that enters cold**

The argument is least suitable for freshly injected precursor. In the linear model the mean energy after N collisions follows from adding the average of D at each collision:

⟨E⟩_(N+1) = ⟨E⟩_N − λ(⟨E⟩_N − U).

Subtracting U from both sides gives a factor 1 − λ per collision, so

⟨E⟩_N − U = (1 − λ)^N (⟨E⟩_0 − U).

This holds for any initial distribution, because D is linear in E. Gas that arrives with vibrations at 300 K has ⟨E⟩_0 = 0.002 eV. After 100 collisions with the 900 K bath its mean is 0.114 eV. It has been warmed by the same transition probabilities that cool a molecule at 2.38 eV.

For a time scale, take a pressure of 10 Torr, masses of 32 u for the precursor and 2 u for the carrier, and a collision cross-section σ = 0.5 nm². With μ the reduced mass, the mean relative speed is v = √(8kT/πμ) = 3180 m/s. The collision frequency is (pressure/kT)σv = 1.71 × 10⁸ s⁻¹. One relaxation takes 1/λ = 113 collisions, or 0.66 μs. At fixed temperature and p this time is inversely proportional to the pressure.

**Conditions under which the zero average fails**

The weights must be Boltzmann populations at the bath temperature. If the molecules have a vibrational temperature T′ different from the bath temperature T, the linear model gives an average of −λ[U(T′) − U(T)]. This is warming for colder molecules and cooling for hotter ones.

The collision frequency must also be independent of internal energy. If it is Z_i instead, the rates Z_i P(i→j) obey detailed balance, and the vanishing sum is Σ_i f_i Z_i D(i). The same proof applies, and D still takes both signs, but the average without Z_i need not vanish. As an illustration, keep the transition rates of the linear model and let Z grow by 5% of its ground-level value per quantum. The unweighted average becomes +0.08 meV. Its sign can be traced: the gains at n = 0 and 1 are divided by at most 1.05, and the losses from n = 2 upward by at least 1.10.

Reaction removes molecules from the upper levels. The population above a rough threshold of 2.4 eV is 1.1 × 10⁻⁹ in this model. Removing all of it once changes the average D from zero to +2 × 10⁻¹¹ eV. Continuous removal also depletes the levels below the threshold, and collisions must then supply the excess energy carried off by reacting molecules. In the linear model 1.1 × 10⁻¹⁰ of the molecules leave per collision, each with about 2.55 − 0.19 eV of excess energy, so the steady average is +2.6 × 10⁻¹⁰ eV. Both values are negligible beside the gain of 0.657 meV. The reaction rate is another matter, since it depends on that small population itself.

**Comparison with a real precursor**

The parameters lie in the rough regime of silane diluted in hydrogen for reduced-pressure silicon epitaxy. Silane has nine vibrations, with quanta near 0.12 eV for five and 0.27 eV for four. The single quantum of 0.17 eV is a compromise between them. The value p = 0.01 is a choice, not a measured property of silane, and it is the least certain input: at fixed temperature every D in the linear model scales with p, while U does not depend on it. The other simplifications have these sizes:

- With two groups of modes and the same p for each, U is 0.197 eV instead of 0.192 eV. D now depends on how the energy is shared between the groups. At 2.4 eV it ranges from −17.3 to −21.2 meV, with a degeneracy-weighted mean of −19.0 meV instead of −19.6 meV. The highest warmed level is at 0.12 eV, the lowest cooled one is at 0.24 eV, and the warmed levels hold 55% of the molecules. These small changes depend on the equal p. If p for the 0.27 eV modes is a tenth of that for the others, the mean D at 2.4 eV is −11 meV and some levels up to 1.35 eV are warmed, so that no single energy separates warming from cooling.
- Morse modes with an anharmonicity of 0.01 and the same fundamental raise U by 2 meV.
- The mean rotational energy, 3kT/2 = 0.116 eV, is also omitted and is not small: it is 60% of U. Counting it as internal energy raises the thermal mean to 0.309 eV. If vibration and rotation together have a stationary Boltzmann distribution, the average change of the vibrational energy alone is still zero.
- Infrared emission at a rough 100 s⁻¹ per quantum into cold surroundings lowers the steady mean energy by about 10⁻⁵ eV.

A real reactor also breaks the assumption of a uniform bath. For a steep gradient of 60 K/mm, a hard-sphere estimate of diffusion gives a displacement of 0.15 mm in one relaxation time. The gas temperature differs by 9 K over that distance, and U by 5 meV, or 2.5%. These figures are rough: a Lennard-Jones estimate of the diffusion coefficient gives about 0.2 mm, 12 K and 3%. At fixed gradient and temperature, both the diffusion coefficient and the relaxation time vary inversely with pressure. The displacement, the square root of twice their product, does so too. At 1 Torr it would be ten times larger, and a single local bath temperature would be a poor description.

**Recommendation**

The statement that collisions cool the precursor should be restricted to molecules in levels where D is negative, and those levels should be found by computing D for the collision law in use. Any model of energy transfer in the manuscript should contain the upward steps fixed by detailed balance. A direct check is to average its D over the Boltzmann distribution at the bath temperature, weighted by the collision frequency if that varies. A result that differs from zero by more than numerical error shows that the model does not preserve thermal equilibrium. The converse does not hold. Adding equal upward and downward steps at one level leaves the average at zero but destroys the Boltzmann distribution, so stationarity or detailed balance should also be checked level by level.

Calculated quantities

```
bath temperature 900 K, inlet 300 K
kT at bath temperature 0.07756 eV
modes 9, quantum 0.17 eV, p 0.01
Boltzmann factor of one quantum 0.1117
thermal mean vibrational energy U 0.1924 eV
relaxed fraction per collision lam 0.00888
level: energy eV, population, D linear meV, D exp-down meV
  n=0: 0.00, 3.444e-01, +1.709, +7.674
  n=1: 0.17, 3.462e-01, +0.199, -2.172
  n=2: 0.34, 1.934e-01, -1.311, -5.599
  n=3: 0.51, 7.919e-02, -2.821, -6.784
  n=4: 0.68, 2.654e-02, -4.331, -7.266
  n=14: 2.38, 5.182e-09, -19.433, -8.166
exp-down: alpha 0.10 eV, amplitude 0.20
share of molecules warmed on average 0.6906
gain part of the average +0.65739 meV
loss part of the average -0.65739 meV
Boltzmann average, linear 1.1e-19 eV
Boltzmann average, exp-down 1.1e-18 eV
average without upward steps -1.924 meV
flux asymmetry of product kernel 7.3e-05
its Boltzmann average 1.1e-18 eV
inlet mean energy 0.00214 eV
mean energy after 100 collisions 0.1144 eV
pressure 10 Torr, cross-section 0.5 nm2
masses 32 and 2 u
mean relative speed 3182 m/s
collision frequency 1.707e+08 1/s
collisions per relaxation time 112.6
relaxation time 0.660 microseconds
NEGLECTED EFFECTS
two groups: 5 x 0.12 eV and 4 x 0.27 eV
  thermal mean 0.1965 eV
  highest warmed 0.12, lowest cooled 0.24 eV
  D at 2.4 eV: two groups -18.99 meV, one group -19.61 meV
Morse anharmonicity 0.01: shift of U +2.03 meV
mean rotational energy 3kT/2 0.1163 eV
population above 2.4 eV 1.07e-09
average D if that part is removed +2.26e-11 eV
emission 100 1/s lowers U by 1.27e-05 eV
gradient 60 K/mm, diffusion length 0.152 mm
  temperature change 9.1 K, U change 4.82 meV
collision frequency growth 0.05 per quantum:
  unweighted average D +0.0820 meV
```
